\section*{The Cooper-Zare asymmetry parameter from incoming-wave final states}

\section{One outgoing wave: an s orbital}

Take an atom with one active electron in a real central potential, and light polarised linearly along $z$. Atomic units are used in the algebra. The bound orbital has energy $E_b$, and in the electric-dipole approximation the absorbing part of the interaction is proportional to $z\,e^{-i\omega t}$. To first order in the field, the new part of the wave function oscillates as $e^{-i\varepsilon t}$ with $\varepsilon=E_b+\omega$. Inserting this time dependence in the Schr\"odinger equation gives, apart from the field strength,
\begin{equation}
(\varepsilon-h)\chi=z\varphi ,\qquad h=-\tfrac12\nabla^2+V(r).
\label{driven}
\end{equation}
The electron leaves the atom, so $\chi$ must contain outgoing waves at large $r$.

For an s orbital $\varphi$ depends on $r$ alone. The source $z\varphi$ is then $\cos\theta$ times a function of $r$, which is a pure $L=1$, $M=0$ function. A central $h$ cannot change $L$ or $M$, so $\chi$ has the same angular form, and the flux through a distant sphere is
\begin{equation}
I(\theta)\propto\cos^2\theta .
\end{equation}
The asymmetry parameter $\beta$ is defined by
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\sigma}{4\pi}\left[1+\beta P_2(\cos\theta)\right],\qquad P_2(x)=\frac{3x^2-1}{2},
\label{def}
\end{equation}
where $\theta$ is the angle between polarisation and electron momentum. Since $1+2P_2(\cos\theta)=3\cos^2\theta$, an s-subshell has $\beta=2$. The size and phase of the single p wave have cancelled. If its radial amplitude vanishes at some energy, there is no flux in this model and $\beta$ is undefined there.

\section{The final state belonging to a detector}

With two outgoing waves their relative phase matters, so the final state has to be fixed with care. Let $u_L(r)$ be the real regular radial solution at energy $\varepsilon=k^2/2$. The ion has unit charge, so $V\to-1/r$ and
\begin{equation}
u_L\to\sin\!\left(s-\tfrac{L\pi}{2}+\Phi_L\right),\quad
s=kr+\tfrac1k\ln 2kr,\quad \Phi_L=\sigma_L+\delta_L .
\label{asym}
\end{equation}
Here $\sigma_L=\arg\Gamma(L+1-i/k)$ is the Coulomb phase and $\delta_L$ is the phase due to the short-range part of $V$.

A packet built from such states has parts with phases $\pm s-k^2t/2$. A part is large where the $k$-derivative of its phase vanishes, which apart from a slow logarithm means $r=\pm kt$. At late times only the outgoing part, with the upper sign, has a solution with $r>0$. A detector in direction $\hat k$ therefore selects the state whose outgoing part points along $\hat k$ alone. Write
\begin{equation}
\psi^-_{\mathbf k}=\frac{4\pi}{k}\sum_{LM}C_L\,\frac{u_L(r)}{r}\,Y_{LM}(\hat r)Y^*_{LM}(\hat k).
\end{equation}
Its outgoing part is $e^{is}/r$ times a constant times $\sum_{LM}C_L(-i)^Le^{i\Phi_L}Y_{LM}(\hat r)Y^*_{LM}(\hat k)$. By completeness of the spherical harmonics this sum is $\delta(\hat r-\hat k)$ if $C_L(-i)^Le^{i\Phi_L}=1$, so
\begin{equation}
C_L=i^L e^{-i\Phi_L}.
\label{CL}
\end{equation}

The limit without a Coulomb tail is a check. There $\Phi_L=\delta_L$, and a plane wave is the same sum with $C_L=i^L$ and $\delta_L=0$. The outgoing parts of $\psi^-_{\mathbf k}$ and the plane wave agree, so their difference holds only incoming spherical waves $e^{-ikr}/r$. For a hard sphere at $k=1$, the logarithmic slope of $r$ times this difference should be $-i$ far away. The numerical sum gives $-0.0001-1.0000\,i$.

\section{Two outgoing waves: a p-subshell}

Let $\varphi_{lm}=P(r)Y_{lm}(\hat r)/r$. The amplitude is $\langle\psi^-_{\mathbf k}|z|\varphi_{lm}\rangle$. The bra conjugates (\ref{CL}), so after dropping the common factor $4\pi/k$,
\begin{equation}
A_m(\hat k)=\sum_L(-i)^Le^{i\Phi_L}R_L\,c_L^m\,Y_{Lm}(\hat k),
\label{amp}
\end{equation}
\begin{equation}
R_L=\int_0^\infty u_L\,r\,P\,dr,\qquad c_L^m=\langle Lm|\cos\theta|lm\rangle .
\end{equation}

For $l=1$ the real orbitals have angular parts proportional to $\hat r_i$, with $i=x,y,z$. Multiplication by $\cos\theta=\hat r_z$ gives an s part and a d part:
\begin{equation}
\hat r_z\hat r_i=\tfrac13\delta_{iz}+\left(\hat r_z\hat r_i-\tfrac13\delta_{iz}\right).
\end{equation}
By (\ref{amp}) the s part is multiplied by $S=R_se^{i\Phi_0}$, and the d part by $(-i)^2R_de^{i\Phi_2}=-D$, where $D=R_de^{i\Phi_2}$. Hence
\begin{equation}
A_i\propto\tfrac13\delta_{iz}(S+D)-D\,\hat k_z\hat k_i .
\label{Ai}
\end{equation}
For an unpolarised atom the three intensities are added. With $\sum_i\hat k_i^2=1$ and $\hat k_z=\cos\theta$,
\begin{align}
I&\propto\tfrac19|S+D|^2+\cos^2\theta\left\{|D|^2-\tfrac23\mathrm{Re}[(S+D)^*D]\right\}\nonumber\\
&=\underbrace{\tfrac19\left(R_s^2+R_d^2+2R_sR_d\cos\Delta\right)}_{a}
+\underbrace{\tfrac13\left(R_d^2-2R_sR_d\cos\Delta\right)}_{b}\cos^2\theta ,
\end{align}
where $\Delta=\Phi_2-\Phi_0$. Since $\cos^2\theta=\frac13+\frac23P_2$, the mean is $a+b/3=(R_s^2+2R_d^2)/9$; the interference terms $\pm\frac29R_sR_d\cos\Delta$ cancel. The coefficient of $P_2$ is $2b/3$, and so
\begin{equation}
\beta_p=\frac{2R_d^2-4R_sR_d\cos\Delta}{R_s^2+2R_d^2}.
\label{betap}
\end{equation}

If $R_d=0$, a lone s wave gives $\beta=0$. If $R_s=0$, the result is $\beta=1$. An intensity cannot be negative, so (\ref{def}) at $0^\circ$ and $90^\circ$ requires $-1\le\beta\le2$. Formula (\ref{betap}) reaches both ends: $R_d=R_s$ with $\cos\Delta=-1$ gives $6/3=2$, and $R_d=R_s/2$ with $\cos\Delta=1$ gives $(\frac12-2)/(\frac32)=-1$.

\section{Any subshell}

The $m$-sum need not be done at every angle. For a real polarisation vector $\mathbf e$ the amplitude is linear in $\mathbf e$, so $I=\sum_{ij}e_ie_jT_{ij}(\hat k)$. The sum over all $m$ singles out no direction, which leaves $\hat k$ as the only axis on which $T$ can depend. A symmetric tensor unchanged by rotations about $\hat k$ has the form $T_{ij}=a\delta_{ij}+b\hat k_i\hat k_j$. Thus $I=a+b\cos^2\theta$, and two numbers fix $\beta$: the intensity at $\theta=0$ and the mean over the sphere.

The coefficients $c_L^m$ follow from the recursion
\begin{equation}
(2l+1)xP_l^m=(l+1-m)P_{l+1}^m+(l+m)P_{l-1}^m .
\end{equation}
It shows that $L=l\pm1$ are the only channels. The squared normalisation factor that multiplies $P_l^me^{im\phi}$ in $Y_{lm}$ is $1/4\pi$ times $(2l+1)(l-m)!/(l+m)!$, and the ratio of these factors for $l$ and $l-1$ is $(2l+1)(l-m)/[(2l-1)(l+m)]$. Therefore
\begin{equation}
c_{l-1}^m=\frac{l+m}{2l+1}\sqrt{\frac{(2l+1)(l-m)}{(2l-1)(l+m)}}
=\sqrt{\frac{l^2-m^2}{(2l-1)(2l+1)}} .
\label{cminus}
\end{equation}
The matrix of $\cos\theta$ is real and symmetric, so $c_{l+1}^m$ is the same expression with $l$ replaced by $l+1$.

\paragraph{Forward direction.} At $\theta=0$ only $m=0$ contributes, with $Y_{L0}=\sqrt{(2L+1)/4\pi}$. The products needed are
\begin{equation}
c_{l-1}^0Y_{l-1,0}=\frac{l}{\sqrt{4\pi(2l+1)}},\qquad
c_{l+1}^0Y_{l+1,0}=\frac{l+1}{\sqrt{4\pi(2l+1)}} .
\end{equation}
Write $R_\pm=R_{l\pm1}$ and $\Delta=\Phi_{l+1}-\Phi_{l-1}$. The factors $(-i)^{l+1}$ and $(-i)^{l-1}$ differ by $(-i)^2=-1$, which makes the cross term negative:
\begin{equation}
I(0)=\frac{l^2R_-^2+(l+1)^2R_+^2-2l(l+1)R_+R_-\cos\Delta}{4\pi(2l+1)} .
\end{equation}

\paragraph{Mean.} Integration over $\hat k$ removes the cross term, because $Y_{l+1,m}$ and $Y_{l-1,m}$ are orthogonal. With $\sum_m m^2=l(l+1)(2l+1)/3$,
\begin{equation}
\sum_m(c_{l-1}^m)^2=\frac{l^2-l(l+1)/3}{2l-1}=\frac l3 .
\end{equation}
For the upper channel the same sum with $l\to l+1$ gives $(l+1)/3$; the two extra terms $m=\pm(l+1)$ in it are zero. The mean is
\begin{equation}
\bar I=\frac{1}{4\pi}\,\frac{lR_-^2+(l+1)R_+^2}{3}.
\end{equation}

\paragraph{Result.} Since $P_2(1)=1$, $1+\beta=I(0)/\bar I$, or
\begin{equation}
1+\beta=\frac{3\left[l^2R_-^2+(l+1)^2R_+^2-2l(l+1)R_+R_-\cos\Delta\right]}{(2l+1)\left[lR_-^2+(l+1)R_+^2\right]} .
\end{equation}
Subtracting 1 changes the numerator coefficients to $3l^2-l(2l+1)=l(l-1)$ and $3(l+1)^2-(l+1)(2l+1)=(l+1)(l+2)$. This is the Cooper-Zare formula:
\begin{equation}
\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos\Delta}{(2l+1)\left[lR_-^2+(l+1)R_+^2\right]} .
\label{cz}
\end{equation}

For $l=1$ it reduces to (\ref{betap}) after division by 3. For $l=0$ the terms with $R_-$ drop out and $\beta=2R_+^2/R_+^2=2$, as in the first section. For large $l$ it tends to $\frac12-3R_+R_-\cos\Delta/(R_+^2+R_-^2)$, which for equal radial integrals covers the whole range from $-1$ to $2$. Direct angular quadrature of the amplitude, with random radial integrals and phases for $l=0$ to 3, agrees with (\ref{cz}) to $7\times10^{-15}$.

\section{The same phases from the driven equation}

Equation (\ref{driven}) gives a check that does not use $\psi^-_{\mathbf k}$. In channel $L$ write the radial part of $\chi$ as $w_L/r$, so that $(\varepsilon-h_L)w_L=rP$. Let $H_L$ be the outgoing solution that tends to $e^{iX}$, where $u_L\to\sin X$. The Green function is $g=Cu_L(r_<)H_L(r_>)$. The second derivative enters $\varepsilon-h_L$ with factor $\frac12$, so the slope of $g$ must jump by 2:
\begin{equation}
2=C(u_LH_L'-u_L'H_L)=Ck\,e^{iX}(i\sin X-\cos X)=-Ck .
\end{equation}
Hence $C=-2/k$. Outside the orbital $w_L=-\frac2kR_LH_L$, and for $r\to\infty$
\begin{equation}
w_L\to-\frac2k\,R_L\,(-i)^Le^{i\Phi_L}e^{is}.
\end{equation}
Multiplied by $c_L^mY_{Lm}$ and summed over $L$, this is (\ref{amp}) up to a common factor. The phase $+\Phi_L$ is what the outgoing electron acquires, and the incoming-wave state supplies it through the conjugation in the bra.

\section{Where the boundary condition shows}

An outgoing-wave final state would reverse the sign of every $\Phi_L$. Formula (\ref{cz}) contains $\cos\Delta$, so this $\beta$ would not change. An oriented orbital does reveal the difference. Take the 2p orbital $(y+iz)/\sqrt2$ and the directions $\hat k=(0,\pm1,1)/\sqrt2$. Combining (\ref{Ai}) with weights 1 for $y$ and $i$ for $z$ gives
\begin{equation}
A\propto\mp\tfrac12D+i\left[\tfrac13(S+D)-\tfrac12D\right]
=\tfrac i6\left[2S+(-1\pm3i)D\right],
\end{equation}
\begin{equation}
I_\pm\propto4R_s^2+10R_d^2-4R_sR_d(\cos\Delta\pm3\sin\Delta).
\label{orient}
\end{equation}
Reversing the phases flips $\sin\Delta$ and interchanges the two directions. In an unpolarised atom the orbital and its complex conjugate occur equally, and the $\sin\Delta$ terms cancel.

\section{Oxygen 2p and 2s}

For numbers, take atomic oxygen in the Hartree-Fock-Slater model: a spherical $1s^22s^22p^4$ configuration, full Slater exchange, and the Latter correction that makes the potential $-1/r$ at large $r$. Bound and continuum electrons move in the same potential. The model leaves out term splitting, relaxation, correlation, channel coupling and autoionising resonances, so its values illustrate the formula and do not replace measured ones.

The 2p shell is open, so the equal weighting of $m$ needs a reason. Removing an electron $m$ from an atom in state $M$ leaves an ion in state $M_c=M-m$. For fixed $M$ and $M_c$ there is one value of $m$, so different $m$ do not interfere. Summed over $M$ and $M_c$, the squared coupling coefficients were found equal for all $m$ for S, P and D ions. Formula (\ref{cz}) thus applies to each ion term, provided the continuum radial integrals and phases do not depend on the total orbital angular momentum to which ion and electron are coupled.

At a kinetic energy of 20 eV the orbital energy of $-14.17$ eV requires a photon of 34.17 eV. The radial integrals have the ratio $x=R_d/R_s=3.421$. From $\Gamma(L+1-i/k)=(L-i/k)\Gamma(L-i/k)$, the Coulomb phase difference is
\begin{equation}
\sigma_2-\sigma_0=-\arctan\frac1k-\arctan\frac1{2k}=-1.081 .
\end{equation}
Only $\cos\Delta$ and $\sin\Delta$ enter, so phase differences are quoted modulo $2\pi$, here and in the table. The short-range difference is $\delta_2-\delta_0=3.117$ modulo $2\pi$, that is $-3.166$ (the s wave, which penetrates the core, carries the larger short-range phase), so $\Delta=2.037$ and $\cos\Delta=-0.449$. Dividing (\ref{betap}) by $R_s^2$,
\begin{equation}
\beta=\frac{2x^2-4x\cos\Delta}{1+2x^2}=\frac{23.41+6.15}{24.41}=1.21 .
\end{equation}
The outgoing flux of the driven equation gives the same value. Relative to the mean, the intensity is $1+\beta=2.21$ along the polarisation and $1-\beta/2=0.39$ across it. Without the interference term $\beta$ would be 0.96; with the Coulomb phases left out of $\Delta$ it would be 1.52.

\begin{center}
\begin{tabular}{rccc}
$E_{\rm kin}$ (eV) & $R_d/R_s$ & $\Delta$ (rad) & $\beta$\\
2 & 1.97 & 0.63 & 0.16\\
5 & 2.38 & 1.09 & 0.56\\
10 & 2.85 & 1.52 & 0.91\\
20 & 3.42 & 2.04 & 1.21\\
35 & 3.75 & 2.53 & 1.39\\
50 & 3.74 & 2.87 & 1.46
\end{tabular}
\end{center}

The rise of $\beta$ comes mainly from the phase. Starting from the 2 eV row, inserting only the 50 eV phase in (\ref{betap}) gives 1.75, while inserting only the 50 eV ratio gives 0.55. Between 2 and 50 eV the part without interference, $2x^2/(1+2x^2)$, grows from 0.89 to 0.97. Over the same range the interference part changes from $-0.73$ to $+0.50$, as $\cos\Delta$ goes from $0.81$ to $-0.96$.

For the oriented orbital at 20 eV, $\sin\Delta=0.893$. Equation (\ref{orient}) divided by $R_s^2$ gives $I_+/I_-=90.5/163.9=0.55$. The outgoing-wave state would give the inverse, 1.81.

For 2s at the same kinetic energy the photon energy is 49.18 eV. The p-wave integral is not zero, and the computed flux gives $\beta=2.000000$.

\section{When an s-subshell departs from 2}

Spin-orbit coupling in the continuum gives the $p_{3/2}$ and $p_{1/2}$ waves different complex amplitudes $a_3$ and $a_1$. For initial spin up the source is
\begin{equation}
Y_{10}\!\uparrow\;=\sqrt{\tfrac23}\,|\tfrac32\tfrac12\rangle-\sqrt{\tfrac13}\,|\tfrac12\tfrac12\rangle .
\end{equation}
Multiply the two terms by $a_3$ and $a_1$, then expand again with $|\tfrac32\tfrac12\rangle=\sqrt{\tfrac23}Y_{10}\!\uparrow+\sqrt{\tfrac13}Y_{11}\!\downarrow$ and $|\tfrac12\tfrac12\rangle=\sqrt{\tfrac23}Y_{11}\!\downarrow-\sqrt{\tfrac13}Y_{10}\!\uparrow$. The outgoing wave is
\begin{equation}
\tfrac13(2a_3+a_1)\,Y_{10}\!\uparrow+\tfrac{\sqrt2}{3}(a_3-a_1)\,Y_{11}\!\downarrow .
\end{equation}
The two spins do not interfere. With $|Y_{10}|^2=\frac{3}{4\pi}\cos^2\theta$ and $|Y_{11}|^2=\frac{3}{8\pi}\sin^2\theta$,
\begin{equation}
I\propto N\cos^2\theta+M\sin^2\theta,\quad N=|2a_3+a_1|^2,\quad M=|a_3-a_1|^2 .
\end{equation}
The mean is $(N+2M)/3$, so
\begin{equation}
\beta=\frac{3N}{N+2M}-1=\frac{2(N-M)}{N+2M}.
\end{equation}
Initial spin down gives the same result by reflection. Equal amplitudes make $M=0$ and restore $\beta=2$. The departure is large when $a_3-a_1$ is comparable with the amplitudes themselves, as can happen near an energy where the radial integral passes through zero. An atom with non-zero orbital angular momentum, such as oxygen, can reach several total terms of ion plus electron. If the p-wave amplitudes differ between these terms, $\beta$ can depart from 2 as well; this is also outside the assumptions behind (\ref{cz}).

The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Hard sphere, k=1: log slope of r*(psi- minus plane wave) = -0.0001 -1.0000 i
Largest error of beta formula, l=0..3, quadrature: 6.6e-15
Oxygen atom, Hartree-Fock-Slater with Latter tail
orbital energy 1s = -536.84 eV
orbital energy 2s = -29.18 eV
orbital energy 2p = -14.17 eV
potential is exactly -1/r beyond 0.995 angstrom
2p: E_kin (eV), Rs, Rd (angstrom eV^-1/2, energy-normalised),
    D = full d-s phase difference (rad), beta formula, beta from flux
  2.0   0.07514   0.14789   0.6276   0.1572   0.1572
  5.0   0.05967   0.14185   1.0947   0.5645   0.5645
 10.0   0.04378   0.12495   1.5236   0.9110   0.9110
 20.0   0.02768   0.09469   2.0365   1.2108   1.2108
 35.0   0.01702   0.06380   2.5319   1.3881   1.3881
 50.0   0.01181   0.04419   2.8719   1.4629   1.4629
Details for 2p at E_kin = 20 eV
photon energy = 34.17 eV
wave number k = 2.2912 1/angstrom
Coulomb phase difference sigma_d - sigma_s = -1.0808 rad
short-range phase difference delta_d - delta_s = 3.1174 rad
cos D = -0.4491
ratio Rd/Rs = 3.4209
beta = 1.2108
beta with interference term removed = 0.9590
beta with Coulomb phases left out = 1.5195
intensity/mean at 0 deg = 2.2108, at 90 deg = 0.3946
Oriented 2p (y+iz)/sqrt2, 20 eV: I(y=z>0) / I(-y=z>0)
  incoming-wave state: 0.5523
  outgoing-wave state (wrong): 1.8106
2s at E_kin = 20 eV: photon energy = 49.18 eV
2s: Rp = 0.03054 angstrom eV^-1/2
2s: beta from flux = 2.000000
\end{verbatim}
